# How a ZORA eigenvalue responds to a constant potential shift: a program that tests the result

```python
"""
Response of ZORA eigenvalues to a constant potential shift.

Result under test (hartree atomic units, rest energy removed):
  H[V] = V + sigma.p c^2/(2c^2 - V) sigma.p,   V -> V + shift
  any potential : d(eps)/d(shift) = 1 + K,  K > 0,  K ~ T/(2c^2)
  V = -Z/r      : eps(shift) = eps(0) + shift*(1 - eps(0)/(2c^2))
  1s, V = -Z/r  : K = (1-gamma)/(1+gamma), gamma = sqrt(1-(Z/c)^2)
Symbols: eps ZORA eigenvalue, E Dirac eigenvalue, T kinetic energy,
K = <sigma.p c^2/(2c^2-V-shift)^2 sigma.p>, kappa Dirac quantum number.
Eigenvalues come from diagonalization in a radial Laguerre basis.
The screened potential is V = -Z exp(-mu r)/r.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, block_diag
from scipy.special import eval_genlaguerre

C_LIGHT = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


class RadialProblem:
    """Radial basis r^s exp(-b r) L_k(2 b r) for one kappa."""

    def __init__(self, Z, kappa=-1, c=C_LIGHT, mu=0.0, size=26):
        self.c = c
        s = np.sqrt(kappa**2 - (Z / c)**2)
        log_x = np.linspace(np.log(1e-10), np.log(400.0), 4000)
        x = np.exp(log_x)
        self.r = x / (2 * 0.7 * Z)
        self.weight = self.r * (log_x[1] - log_x[0])
        self.V = -Z * np.exp(-mu * self.r) / self.r
        envelope = x**s * np.exp(-x / 2)
        P, D = [], []
        for k in range(size):
            p = envelope * eval_genlaguerre(k, 2 * s, x)
            r_dp = (s - x / 2) * p
            if k > 0:
                r_dp -= x * envelope * eval_genlaguerre(k - 1, 2 * s + 1, x)
            d = (r_dp + kappa * p) / self.r      # p' + kappa p / r
            norm = np.sqrt(np.sum(self.weight * p * p))
            P.append(p / norm)
            D.append(d / norm)
        self.P, self.D = np.array(P), np.array(D)
        self.S = self.integral(self.P, 1.0, self.P)

    def integral(self, A, f, B):
        return (A * (f * self.weight)) @ B.T

    def zora(self, shift=0.0, level=0):
        """Eigenvalue, K, kinetic expectation value, radial function."""
        c = self.c
        factor = c**2 / (2 * c**2 - self.V - shift)
        H = self.integral(self.D, factor, self.D)
        H = H + self.integral(self.P, self.V + shift, self.P)
        values, vectors = eigh(H, self.S)
        v = vectors[:, level]
        p, d = v @ self.P, v @ self.D
        K = np.sum(self.weight * factor**2 / c**2 * d**2)
        T = np.sum(self.weight * factor * d**2)
        return values[level], K, T, p

    def dirac(self, level=0):
        """Bound-state eigenvalue of the four-component operator."""
        c = self.c
        W = self.integral(self.P, self.V, self.P)
        G = c * self.integral(self.P, 1.0, self.D)
        H = np.block([[W, G.T], [G, W - 2 * c**2 * self.S]])
        values = eigh(H, block_diag(self.S, self.S), eigvals_only=True)
        return values[values > -c**2][level]


def sommerfeld(Z, n, kappa):
    s = np.sqrt(kappa**2 - (Z / C_LIGHT)**2)
    ratio = (Z / C_LIGHT) / (n - abs(kappa) + s)
    return C_LIGHT**2 * (1 / np.sqrt(1 + ratio**2) - 1)


c2 = C_LIGHT**2
Z = 50
gamma = np.sqrt(1 - Z**2 / c2)
tin = RadialProblem(Z)
tin_p = RadialProblem(Z, kappa=-2)
shifts = [-100.0, -10.0, 10.0, 100.0]

# Dirac diagonalization against the closed energy formula
E1, E2 = tin.dirac(0), tin.dirac(1)
assert abs(E1 - sommerfeld(Z, 1, -1)) < 1e-5
assert abs(E2 - sommerfeld(Z, 2, -1)) < 1e-5

# Shifted ZORA eigenvalues of 1s, 2s, 2p3/2 against the scaling law
for problem, level, n, kappa in [(tin, 0, 1, -1), (tin, 1, 2, -1),
                                 (tin_p, 0, 2, -2)]:
    E = sommerfeld(Z, n, kappa)
    start = problem.zora(0.0, level)[0]
    for shift in shifts + [1000.0]:
        eps = problem.zora(shift, level)[0]
        law = shift + (2 * c2 - shift) * E / (2 * c2 + E)
        assert abs(eps - law) < 1e-5
        linear = start + shift * (1 - start / (2 * c2))
        assert abs(eps - linear) < 1e-5
        assert (eps - start) / shift > 1     # more than the shift

# 1s: K, kinetic energy, wave function and scaled energy
eps1, K1, T1, _ = tin.zora()
eps2, K2, _, _ = tin.zora(0.0, 1)
assert abs(K1 - (1 - gamma) / (1 + gamma)) < 1e-8
assert abs(K1 - gamma * T1 / (2 * c2)) < 1e-8
for shift in [0.0, 1000.0]:
    eps, K, _, p = tin.zora(shift)
    zeta = (2 * c2 - shift) * (1 - gamma) / Z
    trial = tin.r**gamma * np.exp(-zeta * tin.r)
    trial /= np.sqrt(np.sum(tin.weight * trial**2))
    assert abs(abs(np.sum(tin.weight * trial * p)) - 1) < 1e-8
    assert abs(eps / (1 + K) - (E1 + shift)) < 1e-4

# Approach of K to T/(2c^2), with T = Z^2/2 for nonrelativistic 1s
light = {}
for charge in [1, 10]:
    K = RadialProblem(charge).zora()[1]
    light[charge] = (K, charge**2 / (4 * c2))
x2 = 100 / c2
assert abs((light[10][0] / light[10][1] - 1) / x2 - 0.5) < 0.01
assert abs(light[1][0] / light[1][1] - 1) < 1e-4

# Screened potential: what holds beyond the pure Coulomb case
mu = 10.0
screened = RadialProblem(Z, mu=mu, size=30)
Es = screened.dirac()
eps_s, K_s, _, _ = screened.zora()
step = 10.0
up, K_up, _, _ = screened.zora(step)
down = screened.zora(-step)[0]
assert abs((up - down) / (2 * step) - 1 - K_s) < 1e-7
assert up - eps_s > step and eps_s - down > step
matched = screened.zora(-Es)[0] + Es         # shift = -E restores Dirac
assert abs(matched - Es) < 1e-4
assert abs(eps_s - Es) > 1.0                 # unshifted ZORA does not
scaled_move = up / (1 + K_up) - eps_s / (1 + K_s)
assert abs(scaled_move - step) < 0.1 * (up - eps_s - step)

# General kinetic-energy estimate in a weak screened potential
weak = RadialProblem(5, mu=1.0, size=30)
T_nonrel = RadialProblem(5, c=1e5, mu=1.0, size=30).zora()[2]
K_weak = weak.zora()[1]
ratio_weak = K_weak / (T_nonrel / (2 * c2))
assert abs(ratio_weak - 1) < 2 * 25 / c2     # next order is (Z/c)^2

print(f"speed of light c = {C_LIGHT:.6f} a.u.")
print(f"2c^2 = {2*c2:.4f} hartree")
print("HYDROGEN-LIKE TIN, POINT NUCLEUS")
print(f"nuclear charge Z = {Z}")
print(f"gamma = {gamma:.8f}")
print(f"Dirac 1s energy = {E1:.5f} hartree")
print(f"ZORA 1s energy, no shift = {eps1:.5f} hartree")
print(f"ZORA minus Dirac, 1s = {eps1-E1:.5f} hartree")
print(f"ZORA kinetic expectation value, 1s = {T1:.4f} hartree")
print(f"K of 1s (excess per unit shift) = {K1:.8f}")
print(f"nonrelativistic kinetic energy Z^2/2 = {Z**2/2:.1f} hartree")
print(f"estimate Z^2/(4c^2) of K = {Z**2/(4*c2):.8f}")
for shift in shifts:
    eps = tin.zora(shift)[0]
    print(f"shift {shift:+.0f}: eigenvalue {eps:.5f}, "
          f"movement {eps-eps1:+.5f}, "
          f"excess {eps-eps1-shift:+.5f} hartree")
eps_10, K_10, _, _ = tin.zora(10.0)
excess_10 = eps_10 - eps1 - 10.0
print(f"excess for shift +10 hartree = {excess_10*HARTREE_EV:.3f} eV")
print(f"Dirac 2s energy = {E2:.5f} hartree")
print(f"ZORA 2s energy, no shift = {eps2:.5f} hartree")
print(f"K of 2s = {K2:.8f}")
gap_0 = eps2 - eps1
gap_10 = tin.zora(10.0, 1)[0] - eps_10
print(f"ZORA 1s-2s gap, no shift = {gap_0:.5f} hartree")
print(f"ZORA 1s-2s gap, shift +10 = {gap_10:.5f} hartree")
print(f"change of the gap = {gap_10-gap_0:+.5f} hartree")
print(f"scaled ZORA 1s, no shift = {eps1/(1+K1):.5f} hartree")
print(f"scaled ZORA 1s, shift +10 = {eps_10/(1+K_10):.5f} hartree")
print("LIGHTER HYDROGEN-LIKE 1s STATES")
for charge, (K, estimate) in light.items():
    print(f"Z = {charge}: K = {K:.6e}, Z^2/(4c^2) = {estimate:.6e}, "
          f"ratio = {K/estimate:.6f}")
print("SCREENED POTENTIAL -Z exp(-mu r)/r, LOWEST s STATE")
print(f"Z = {Z}, mu = {mu:.1f} per bohr")
print(f"Dirac energy = {Es:.4f} hartree")
print(f"ZORA energy, no shift = {eps_s:.4f} hartree")
print(f"ZORA energy minus shift, at shift = -E: {matched:.4f} hartree")
print(f"K = {K_s:.6f}")
print(f"Coulomb-only expression -eps/(2c^2) = {-eps_s/(2*c2):.6f}")
print(f"movement for shift +10 = {up-eps_s:.5f} hartree")
print(f"scaled ZORA movement for shift +10 = {scaled_move:.5f} hartree")
print("WEAK SCREENED POTENTIAL, Z = 5, mu = 1 per bohr")
print(f"nonrelativistic kinetic energy = {T_nonrel:.5f} hartree")
print(f"K = {K_weak:.6e}")
print(f"K divided by T/(2c^2) = {ratio_weak:.6f}")
print("ALL CHECKS PASSED")
```

Output:

```
speed of light c = 137.035999 a.u.
2c^2 = 37557.7301 hartree
HYDROGEN-LIKE TIN, POINT NUCLEUS
nuclear charge Z = 50
gamma = 0.93105940
Dirac 1s energy = -1294.62615 hartree
ZORA 1s energy, no shift = -1340.84549 hartree
ZORA minus Dirac, 1s = -46.21934 hartree
ZORA kinetic expectation value, 1s = 1440.1288 hartree
K of 1s (excess per unit shift) = 0.03570092
nonrelativistic kinetic energy Z^2/2 = 1250.0 hartree
estimate Z^2/(4c^2) of K = 0.03328210
shift -100: eigenvalue -1444.41558, movement -103.57009, excess -3.57009 hartree
shift -10: eigenvalue -1351.20250, movement -10.35701, excess -0.35701 hartree
shift +10: eigenvalue -1330.48848, movement +10.35701, excess +0.35701 hartree
shift +100: eigenvalue -1237.27540, movement +103.57009, excess +3.57009 hartree
excess for shift +10 hartree = 9.715 eV
Dirac 2s energy = -326.49480 hartree
ZORA 2s energy, no shift = -329.35796 hartree
K of 2s = 0.00876938
ZORA 1s-2s gap, no shift = 1011.48753 hartree
ZORA 1s-2s gap, shift +10 = 1011.21822 hartree
change of the gap = -0.26932 hartree
scaled ZORA 1s, no shift = -1294.62615 hartree
scaled ZORA 1s, shift +10 = -1284.62615 hartree
LIGHTER HYDROGEN-LIKE 1s STATES
Z = 1: K = 1.331319e-05, Z^2/(4c^2) = 1.331284e-05, ratio = 1.000027
Z = 10: K = 1.334840e-03, Z^2/(4c^2) = 1.331284e-03, ratio = 1.002671
SCREENED POTENTIAL -Z exp(-mu r)/r, LOWEST s STATE
Z = 50, mu = 10.0 per bohr
Dirac energy = -858.8191 hartree
ZORA energy, no shift = -888.0841 hartree
ZORA energy minus shift, at shift = -E: -858.8191 hartree
K = 0.034110
Coulomb-only expression -eps/(2c^2) = 0.023646
movement for shift +10 = 10.34110 hartree
scaled ZORA movement for shift +10 = 9.99935 hartree
WEAK SCREENED POTENTIAL, Z = 5, mu = 1 per bohr
nonrelativistic kinetic energy = 11.89449 hartree
K = 3.169224e-04
K divided by T/(2c^2) = 1.000706
ALL CHECKS PASSED
```
